# Neighbour caps, softmax cutoffs and energy conservation in equivariant potentials: a program that tests the result

```python
"""
Result under test: forces F = -grad E taken at a fixed neighbour list conserve
K + E only if E is continuous when the list changes.
 (a) k-nearest lists: E jumps at a swap if messages differ at equal distance;
     equal scalar messages give a continuous E with a discontinuous force.
 (b) softmax attention: E jumps at the cutoff unless the envelope multiplies the
     weights inside the normalisation; a constant c > 0 in the denominator is
     needed when the last neighbour leaves.
Symbols (Hartree atomic units): B energy scale, RC cutoff, LAM decay length of the
attention weight exp(-r/LAM), C constant in the denominator, f(r) envelope,
u unit vector from centre to neighbour, A attention average of u, E = B |A|^2.
Schemes: "hard" no envelope, "outside" envelope on the numerator only,
"inside" envelope on numerator and denominator.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation

B, RC, LAM, C = 0.02, 6.0, 2.0, 0.1
MASS, TETHER, KT = 1.0e4, 0.01, 0.002
MEV = 1e3 * physical_constants["Hartree energy in eV"][0]
SCHEMES = ("hard", "outside", "inside")


def envelope(r):
    x = r / RC
    x3 = x * x * x
    return 1 - x3 * x3 * (28 - 48 * x + 21 * x * x)


def envelope_slope(r):
    x = r / RC
    x2 = x * x
    return -168 * x2 * x2 * x * (1 - x) * (1 - x) / RC


# ---------- fixed-count neighbour lists, one centre at the origin ----------
def knn_energy(vectors, k, message, z=None):
    vectors = np.asarray(vectors)
    r = np.linalg.norm(vectors, axis=1)
    z = np.ones(len(r)) if z is None else np.asarray(z)
    chosen = np.argsort(r)[:k]
    if message == "scalar":
        return B * np.sum(z[chosen] * envelope(r[chosen])) ** 2
    total = (envelope(r[chosen]) / r[chosen]) @ vectors[chosen]
    return B * total @ total


atom1 = np.array([1.8, 2.4, 0.0])
atom2 = np.array([0.0, 0.0, 3.5])
R = 4.0
p_atom = np.array([-R, 0.0, 0.0])
fixed = [atom1, atom2, p_atom]
loop_radius = 1.0
t_in = np.arccos(-loop_radius / (2 * R))


def loop_point(t):
    return np.array([R + loop_radius * np.cos(t), loop_radius * np.sin(t), 0.0])


q_in, q_out = loop_point(t_in) / R, loop_point(-t_in) / R
assert abs(np.linalg.norm(q_in) - 1) < 1e-12
S = sum(envelope(np.linalg.norm(a)) * a / np.linalg.norm(a) for a in (atom1, atom2))


def swap_jump(direction, message, z=None):
    eps = 1e-9
    near = knn_energy(fixed + [(R - eps) * direction], 3, message, z)
    far = knn_energy(fixed + [(R + eps) * direction], 3, message, z)
    return near - far


jump_in = swap_jump(q_in, "vector")
jump_out = swap_jump(q_out, "vector")
for found, direction in ((jump_in, q_in), (jump_out, q_out)):
    formula = 2 * B * envelope(R) * S @ (direction - p_atom / R)
    assert abs(found - formula) < 1e-9 and abs(found) > 1e-4


def loop_work(k):
    nodes, weights = np.polynomial.legendre.leggauss(40)
    work, h = 0.0, 1e-5
    for start, end in ((-t_in, t_in), (t_in, 2 * np.pi - t_in)):
        half = (end - start) / 2
        for node, weight in zip(nodes, weights):
            t = start + half * (node + 1)
            q, tangent = loop_point(t), np.array([-np.sin(t), np.cos(t), 0.0])
            slope = (knn_energy(fixed + [q + h * tangent], k, "vector")
                     - knn_energy(fixed + [q - h * tangent], k, "vector")) / (2 * h)
            work -= weight * half * loop_radius * slope
    return work


work_capped, work_full = loop_work(3), loop_work(4)
work_formula = 2 * B * envelope(R) * S @ (q_in - q_out)
assert abs(work_capped - work_formula) < 1e-8
assert abs(work_full) < 1e-8 < abs(work_capped)

# equal scalar messages: continuous energy, discontinuous force
scalar_jump = swap_jump(q_in, "scalar")
assert abs(scalar_jump) < 1e-9
A0 = envelope(3.0) + envelope(3.5) + envelope(R)
kink_slope = 2 * B * A0 * envelope_slope(R)


def scalar_at(r):
    return knn_energy(fixed + [r * q_in], 3, "scalar")


h = 1e-5
slope_near = (scalar_at(R - h) - scalar_at(R - 3 * h)) / (2 * h)
slope_far = (scalar_at(R + 3 * h) - scalar_at(R + h)) / (2 * h)
assert abs(slope_near / kink_slope - 1) < 1e-3 and abs(slope_far) < 1e-9
z_values = [1.0, 1.0, 1.0, 1.5]
species_jump = swap_jump(q_in, "scalar", z_values)
common = envelope(3.0) + envelope(3.5)
species_formula = B * ((common + 1.5 * envelope(R)) ** 2 - (common + envelope(R)) ** 2)
assert abs(species_jump - species_formula) < 1e-9

THETA, SPEED = 0.25, 5e-4


def verlet_kink_error(dt):
    """Energy error of one step moving inward across the tie distance."""
    r0 = R + THETA * SPEED * dt

    def force(r):
        return -(scalar_at(r + 1e-6) - scalar_at(r - 1e-6)) / 2e-6
    f0 = force(r0)
    r1 = r0 - SPEED * dt + 0.5 * f0 / MASS * dt ** 2
    v1 = -SPEED + 0.5 * (f0 + force(r1)) / MASS * dt
    return 0.5 * MASS * (v1 ** 2 - SPEED ** 2) + scalar_at(r1) - scalar_at(r0)


kink_errors, kink_leading = [], []
for dt in (10.0, 5.0):
    # along the inward motion the force goes from 0 to +kink_slope (negative)
    leading = (THETA - 0.5) * kink_slope * SPEED * dt
    mean_speed_term = kink_slope ** 2 * dt ** 2 / (8 * MASS)
    error = verlet_kink_error(dt)
    assert abs(error / (leading + mean_speed_term) - 1) < 0.01
    kink_errors.append(error)
    kink_leading.append(leading)


# ---------- attention, one centre at the origin ----------
def site_energy(vectors, scheme, c):
    top, bottom = np.zeros(3), c
    for vector in vectors:
        r = np.sqrt(vector @ vector)
        if r >= RC:
            continue
        w = np.exp(-r / LAM)
        top = top + (w if scheme == "hard" else envelope(r) * w) * vector / r
        bottom += envelope(r) * w if scheme == "inside" else w
    return B * top @ top / bottom ** 2 if bottom > 0 else 0.0


new_u = np.array([1.0, 0.0, 0.0])
w_new = np.exp(-RC / LAM)
radii = np.linalg.norm(fixed, axis=1)
weights_old = np.exp(-radii / LAM)
W = C + weights_old.sum()
units = np.array(fixed) / radii[:, None]
A_hard = weights_old @ units / W
A_outside = (weights_old * envelope(radii)) @ units / W
A_hard_after = A_hard + w_new / (W + w_new) * (new_u - A_hard)
expected = {"hard": B * (A_hard_after @ A_hard_after - A_hard @ A_hard),
            "outside": B * A_outside @ A_outside * ((W / (W + w_new)) ** 2 - 1),
            "inside": 0.0}
entry_jump = {}
for scheme in SCHEMES:
    entry_jump[scheme] = (site_energy(fixed + [(RC - 1e-7) * new_u], scheme, C)
                          - site_energy(fixed + [(RC + 1e-7) * new_u], scheme, C))
    assert abs(entry_jump[scheme] - expected[scheme]) < 1e-8
assert min(abs(entry_jump["hard"]), abs(entry_jump["outside"])) > 1e-6
onset = [site_energy(fixed + [(RC - d) * new_u], "inside", C)
         - site_energy(fixed, "inside", C) for d in (0.06, 0.03)]
onset_ratio = onset[0] / onset[1]
assert abs(onset_ratio - 8) < 0.3

# last neighbour leaving
last_zero_c = site_energy([(RC - 1e-3) * new_u], "inside", 0.0)
last_with_c = site_energy([(RC - 1e-3) * new_u], "inside", C)
assert abs(last_zero_c - B) < 1e-9 and last_with_c < 1e-12
r_grid = np.linspace(3.0, RC, 6001)
c_values = (0.1, 1e-3, 1e-5)
steepest = []
for c in c_values:
    curve = np.array([site_energy([r * new_u], "inside", c) for r in r_grid])
    steepest.append(np.max(np.abs(np.gradient(curve, r_grid))))
assert steepest[0] < steepest[1] < steepest[2]

# ---------- dynamics of six tethered atoms ----------
ARM = 3.05
sites = ARM * np.vstack([np.eye(3), -np.eye(3)])
FAR = 2 * RC * np.eye(6)


def cluster(x, scheme, mask=None):
    """Energy, forces and neighbour mask; a given mask freezes the list."""
    d = x[None] - x[:, None]
    r = np.sqrt((d * d).sum(-1)) + FAR
    if mask is None:
        mask = r < RC
    u = d / r[..., None]
    w = np.exp(-r / LAM) * mask
    f = envelope(r)
    plain = (w, -w / LAM)
    damped = (f * w, (envelope_slope(r) - f / LAM) * w)
    n, dn = plain if scheme == "hard" else damped
    q, dq = damped if scheme == "inside" else plain
    D = C + q.sum(1)
    A = (n[..., None] * u).sum(1) / D[:, None]
    Au = (u * A[:, None]).sum(-1)
    A2 = (A * A).sum(1)
    n_r = n / r
    radial = (dn - n_r) * Au - dq * A2[:, None]
    g = (2 * B / D)[:, None, None] * (radial[..., None] * u + n_r[..., None] * A[:, None])
    shift = x - sites
    energy = B * A2.sum() + 0.5 * TETHER * (shift * shift).sum()
    return energy, g.sum(1) - g.sum(0) - TETHER * shift, mask


def cluster_by_definition(x, scheme):
    total = 0.5 * TETHER * np.sum((x - sites) ** 2)
    for i in range(6):
        total += site_energy([x[j] - x[i] for j in range(6) if j != i], scheme, C)
    return total


rng = np.random.default_rng(1)
x_start = sites + np.sqrt(KT / TETHER) * rng.standard_normal((6, 3))
v_start = np.sqrt(KT / MASS) * rng.standard_normal((6, 3))
turn = Rotation.from_rotvec([0.4, -0.9, 0.7]).as_matrix()
for scheme in SCHEMES:
    energy, force, _ = cluster(x_start, scheme)
    assert abs(energy - cluster_by_definition(x_start, scheme)) < 1e-12
    for i in range(6):
        for a in range(3):
            step = np.zeros((6, 3))
            step[i, a] = 1e-5
            slope = (cluster_by_definition(x_start + step, scheme)
                     - cluster_by_definition(x_start - step, scheme)) / 2e-5
            assert abs(force[i, a] + slope) < 1e-8
    original = sum(site_energy([x_start[j] - x_start[i] for j in range(6) if j != i],
                               scheme, C) for i in range(6))
    y = x_start @ turn.T
    rotated = sum(site_energy([y[j] - y[i] for j in range(6) if j != i],
                              scheme, C) for i in range(6))
    assert abs(original - rotated) < 1e-12


def run(scheme, dt, steps):
    """Change of K+E, jumps booked at list changes, number of pair crossings."""
    x, v = x_start.copy(), v_start.copy()
    energy, force, mask = cluster(x, scheme)
    h_start = 0.5 * MASS * (v * v).sum() + energy
    change, booked, crossings = np.zeros(steps), np.zeros(steps), 0
    sum_of_jumps = 0.0
    for s in range(steps):
        v = v + 0.5 * dt / MASS * force
        x_new = x + dt * v
        energy, force, mask_new = cluster(x_new, scheme)
        v = v + 0.5 * dt / MASS * force
        if (mask_new != mask).any():
            crossings += int((mask_new != mask).sum()) // 2
            for place in (x, x_new):
                sum_of_jumps += 0.5 * (cluster(place, scheme, mask_new)[0]
                                       - cluster(place, scheme, mask)[0])
        x, mask = x_new, mask_new
        change[s] = 0.5 * MASS * (v * v).sum() + energy - h_start
        booked[s] = sum_of_jumps
    return change, booked, crossings


DT, STEPS = 40.0, 5000
result = {}
for scheme in SCHEMES:
    coarse = run(scheme, DT, STEPS)[0]
    fine, booked, crossings = run(scheme, DT / 2, 2 * STEPS)
    result[scheme] = dict(coarse=coarse.std(), fine=fine.std(), crossings=crossings,
                          largest=np.abs(fine).max(), rest=np.abs(fine - booked).max())

# ---------- output ----------
print(f"energy scale B = {B} hartree; cutoff = {RC} bohr; decay length = {LAM} bohr")
print(f"denominator constant c = {C} (no unit)")
print("-- fixed count, k = 3 of 4 neighbours --")
print(f"fixed atom 1 at {atom1.tolist()} bohr, atom 2 at {atom2.tolist()} bohr")
print(f"rival p at {p_atom.tolist()} bohr; loop of q: radius {loop_radius} bohr about (4,0,0)")
print(f"envelope at 3, 3.5, 4 bohr = {envelope(3.0):.5f}, {envelope(3.5):.5f}, {envelope(R):.5f}")
print(f"common vector S = {np.round(S, 5).tolist()}")
print(f"q direction in = {np.round(q_in, 5).tolist()}, out = {np.round(q_out, 5).tolist()}")
print(f"energy jump, q replaces p, entry point = {1e3*jump_in:.4f} mhartree")
print(f"energy jump, q replaces p, exit point  = {1e3*jump_out:.4f} mhartree")
print(f"work per lap, quadrature = {1e3*work_capped:.4f} mhartree = {MEV*work_capped:.2f} meV")
print(f"work per lap, formula    = {1e3*work_formula:.4f} mhartree")
print(f"work per lap with k = 4  = {1e3*work_full:.1e} mhartree")
print(f"scalar message, equal species: jump = {1e3*scalar_jump:.1e} mhartree")
print(f"scalar message: dE/dr of q inside = {1e3*slope_near:.4f}, outside = {1e3*slope_far:.4f} mhartree/bohr")
print(f"scalar message, z = 1 replaced by 1.5: jump = {1e3*species_jump:.4f} mhartree")
print(f"kink step: theta = {THETA}, speed = {SPEED} au, mass = {MASS:g} electron masses")
print(f"Verlet error at kink, time step 10 and 5 au = {1e6*kink_errors[0]:.3f}, {1e6*kink_errors[1]:.3f} microhartree")
print(f"its leading term alone = {1e6*kink_leading[0]:.3f}, {1e6*kink_leading[1]:.3f} microhartree")
print("-- attention, fourth neighbour enters along x --")
print(f"newcomer weight w = {w_new:.5f}; old denominator W = {W:.5f}")
print(f"|A|^2 before entry: hard {A_hard@A_hard:.5f}, outside {A_outside@A_outside:.5f}")
for scheme in SCHEMES:
    print(f"entry jump, {scheme:7s} = {1e3*entry_jump[scheme]:.5f} mhartree")
print(f"inside: effect at 0.06 bohr / effect at 0.03 bohr = {onset_ratio:.3f}")
print(f"last neighbour 0.001 bohr before cutoff, c = 0: E = {1e3*last_zero_c:.4f} mhartree")
print(f"last neighbour 0.001 bohr before cutoff, c = {C}: E = {1e3*last_with_c:.1e} mhartree")
for c, value in zip(c_values, steepest):
    print(f"largest force, one neighbour, c = {c:g}: {1e3*value:.3f} mhartree/bohr")
print("-- six tethered atoms --")
print(f"mass = {MASS:g} electron masses; tether = {TETHER} hartree/bohr^2; kT = {1e3*KT:g} mhartree")
print(f"site distance from centre = {ARM} bohr; diagonal = {2*ARM:.2f} bohr; edge = {ARM*2**0.5:.3f} bohr")
print(f"time steps = {DT:g} and {DT/2:g} au; total time = {DT*STEPS:g} au")
for scheme in SCHEMES:
    res = result[scheme]
    print(f"{scheme}: std of K+E, long step = {1e3*res['coarse']:.5f}, short step = {1e3*res['fine']:.5f} mhartree")
    print(f"{scheme}: pair crossings = {res['crossings']}; largest change of K+E = {1e3*res['largest']:.5f} mhartree")
    print(f"{scheme}: largest change left after removing booked jumps = {1e3*res['rest']:.5f} mhartree")
print(f"hard: largest change of K+E = {MEV*result['hard']['largest']:.2f} meV", flush=True)

smooth = result["inside"]
assert 3 < smooth["coarse"] / smooth["fine"] < 5
assert smooth["crossings"] > 20
for scheme in ("hard", "outside"):
    res = result[scheme]
    assert res["crossings"] > 20
    assert res["fine"] > 5 * smooth["fine"]
    assert res["coarse"] / res["fine"] < 2.5
    assert res["rest"] < 0.05 * res["largest"]
print("no test failed")
```

Running it gives:

```
energy scale B = 0.02 hartree; cutoff = 6.0 bohr; decay length = 2.0 bohr
denominator constant c = 0.1 (no unit)
-- fixed count, k = 3 of 4 neighbours --
fixed atom 1 at [1.8, 2.4, 0.0] bohr, atom 2 at [0.0, 0.0, 3.5] bohr
rival p at [-4.0, 0.0, 0.0] bohr; loop of q: radius 1.0 bohr about (4,0,0)
envelope at 3, 3.5, 4 bohr = 0.85547, 0.71845, 0.53178
common vector S = [0.51328, 0.68438, 0.71845]
q direction in = [0.96875, 0.24804, 0.0], out = [0.96875, -0.24804, 0.0]
energy jump, q replaces p, entry point = 25.1058 mhartree
energy jump, q replaces p, exit point  = 17.8842 mhartree
work per lap, quadrature = 7.2216 mhartree = 196.51 meV
work per lap, formula    = 7.2216 mhartree
work per lap with k = 4  = 1.7e-10 mhartree
scalar message, equal species: jump = 3.5e-08 mhartree
scalar message: dE/dr of q inside = -34.5076, outside = 0.0000 mhartree/bohr
scalar message, z = 1 replaced by 1.5: jump = 23.8093 mhartree
kink step: theta = 0.25, speed = 0.0005 au, mass = 10000 electron masses
Verlet error at kink, time step 10 and 5 au = 44.627, 21.940 microhartree
its leading term alone = 43.135, 21.567 microhartree
-- attention, fourth neighbour enters along x --
newcomer weight w = 0.04979; old denominator W = 0.63224
|A|^2 before entry: hard 0.15526, outside 0.10186
entry jump, hard    = -0.33648 mhartree
entry jump, outside = -0.28658 mhartree
entry jump, inside  = 0.00000 mhartree
inside: effect at 0.06 bohr / effect at 0.03 bohr = 7.969
last neighbour 0.001 bohr before cutoff, c = 0: E = 20.0000 mhartree
last neighbour 0.001 bohr before cutoff, c = 0.1: E = 3.3e-19 mhartree
largest force, one neighbour, c = 0.1: 5.384 mhartree/bohr
largest force, one neighbour, c = 0.001: 34.250 mhartree/bohr
largest force, one neighbour, c = 1e-05: 164.953 mhartree/bohr
-- six tethered atoms --
mass = 10000 electron masses; tether = 0.01 hartree/bohr^2; kT = 2 mhartree
site distance from centre = 3.05 bohr; diagonal = 6.10 bohr; edge = 4.313 bohr
time steps = 40 and 20 au; total time = 200000 au
hard: std of K+E, long step = 0.96318, short step = 0.98953 mhartree
hard: pair crossings = 133; largest change of K+E = 3.77689 mhartree
hard: largest change left after removing booked jumps = 0.00230 mhartree
outside: std of K+E, long step = 0.38831, short step = 0.38327 mhartree
outside: pair crossings = 131; largest change of K+E = 1.11809 mhartree
outside: largest change left after removing booked jumps = 0.00208 mhartree
inside: std of K+E, long step = 0.00274, short step = 0.00068 mhartree
inside: pair crossings = 248; largest change of K+E = 0.00274 mhartree
inside: largest change left after removing booked jumps = 0.00274 mhartree
hard: largest change of K+E = 102.77 meV
no test failed
```
